# Friedel tail of the ion pair potential in a simple metal: a numerical check

```python
"""Result under test: in a simple metal (second order in a local pseudopotential,
static RPA screening, T = 0) the ion-ion pair potential phi(r) has the tail
    phi(r) -> A cos(2 kF r)/r^3,   A = kF v(2kF)^2 / (4 pi^3 eps(2kF)^2),
caused by the logarithmic singularity of the Lindhard function at q = 2 kF.
Symbols (Hartree atomic units inside the program):
  Z valence, omega volume per ion, rc empty-core radius, kF Fermi wavenumber,
  v(q) bare ion potential, chi0 and chi bare and screened density response,
  g(x) Lindhard function with x = q/(2 kF), lam = 1/(pi kF), X = 2 kF r,
  F(q) = chi v^2/(2 omega) energy-wavenumber characteristic.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import erfc

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
pi = np.pi

# Round model parameters
Z = 3
omega_A3, rc_A = 16.0, 0.6
omega, rc = omega_A3 / BOHR**3, rc_A / BOHR
kF = (3 * pi**2 * Z / omega) ** (1 / 3)
lam = 1 / (pi * kF)
kappa = 2 * kF * rc


def g(x):
    return 0.5 + (1 - x**2) / (4 * x) * np.log(np.abs((1 + x) / (1 - x)))


def v(q):
    return -4 * pi * Z * np.cos(q * rc) / q**2


def chi0(q):
    return -kF / pi**2 * g(q / (2 * kF))


def chi(q):
    return chi0(q) / (1 - 4 * pi / q**2 * chi0(q))


def F(q):
    return chi(q) * v(q) ** 2 / (2 * omega)


# Lindhard function from the sum over the Fermi sphere (slices normal to q)
def g_sphere(x):
    if x < 1:
        val = quad(lambda z: 1 - z * z, -1, 1, weight="cauchy", wvar=-x)[0]
    else:
        val = quad(lambda z: (1 - z * z) / (z + x), -1, 1, limit=200)[0]
    return val / (4 * x)


for x_test in (0.2, 0.7, 1.3, 3.0):
    assert abs(g_sphere(x_test) - g(x_test)) < 1e-7
for t_test in (-1e-3, 1e-3):
    near = 0.5 + t_test / 2 * np.log(abs(t_test) / 2)
    assert abs(g_sphere(1 + t_test) - near) < 1e-5

# Energy of one density wave: minimize potential + Hartree + kinetic cost
for q_test in (0.8 * kF, 1.3 * kF, 2.5 * kF):
    stiff = 4 * pi / q_test**2 - 1 / chi0(q_test)
    best = minimize_scalar(lambda n: v(q_test) * n + 0.5 * stiff * n * n)
    assert abs(best.fun / (omega * F(q_test)) - 1) < 1e-7

# Gauss-Legendre panels in x, refined geometrically towards x = 1
gl_x, gl_w = np.polynomial.legendre.leggauss(24)
widths = 0.05 * 0.5 ** np.arange(26)
edges = np.concatenate((np.linspace(0, 0.95, 20), 1 - widths[1:], [1.0],
                        1 + widths[:0:-1], np.linspace(1.05, 40, 780)))
middle, half = (edges[1:] + edges[:-1]) / 2, np.diff(edges) / 2
x = (middle[:, None] + half[:, None] * gl_x).ravel()
w = (half[:, None] * gl_w).ravel()


def weighted_H(kap, lindhard):
    u = lam * lindhard
    return w * np.cos(kap * x) ** 2 * u / (x * (x**2 + u))


def pair(r_values, wH):
    """Pair potential in hartree by direct Fourier quadrature."""
    return np.array([Z**2 / r * (1 - 2 / pi * np.dot(np.sin(2 * kF * r * x), wH))
                     for r in np.atleast_1d(r_values)])


wH = weighted_H(kappa, g(x))

# The quadrature variable x must reproduce the transform of F(q) itself
r_check = 5.0
q_nodes = 2 * kF * x
direct = Z**2 / r_check + omega / pi**2 * np.sum(
    2 * kF * w * F(q_nodes) * q_nodes * np.sin(q_nodes * r_check) / r_check)
assert abs(direct - pair(r_check, wH)[0]) < 1e-9

# Generalized Fourier transforms, with a Gaussian convergence factor
beyond = x > 1
t, wt = x[beyond] - 1, w[beyond]
damp, logt, Xt = np.exp(-t**2), np.log(t), 200.0
num1 = 2 * np.sum(wt * damp * t * logt * np.sin(Xt * t))
num2 = 2 * np.sum(wt * damp * t**2 * logt * np.cos(Xt * t))
num3 = 2 * np.sum(wt * damp * t**2 * logt**2 * np.cos(Xt * t))
assert abs(num1 / (-pi / Xt**2) - 1) < 2e-3
assert abs(num2 / (2 * pi / Xt**3) - 1) < 2e-3
ref3 = 2 * pi * (3 - 2 * np.log(Xt) - 2 * np.euler_gamma) / Xt**3
assert abs(num3 / ref3 - 1) < 2e-3

# Asymptotic laws
eps2 = 1 - 4 * pi / (2 * kF) ** 2 * (-kF / pi**2 * 0.5)
A = kF * v(2 * kF) ** 2 / (4 * pi**3 * eps2**2)


def B(X):
    return (-2 * kappa * np.tan(kappa) + 0.5 - (4 - lam * np.log(2)) / eps2
            + lam / eps2 * (np.log(X) + np.euler_gamma - 1.5))


def one_term(r):
    return A * np.cos(2 * kF * r) / r**3


def two_term(r):
    X = 2 * kF * r
    return A / r**3 * (np.cos(X) - 2 * B(X) / X * np.sin(X))


starts = (100, 200, 400)
err1, err2 = [], []
for X0 in starts:
    r = (X0 + np.linspace(0, 2 * pi, 25)) / (2 * kF)
    exact = pair(r, wH)
    err1.append(np.max(np.abs(exact - one_term(r)) * r**3 / A))
    err2.append(np.max(np.abs(exact - two_term(r)) * r**3 / A))
assert err1[2] < 0.05 and err1[1] < 0.7 * err1[0] and err1[2] < 0.7 * err1[1]
assert err2[2] < 1e-3 and err2[1] < err2[0] / 3

# Control: a smooth (Thomas-Fermi) response has no oscillating tail
r = (100 + np.linspace(0, 2 * pi, 25)) / (2 * kF)
tf_ratio = np.max(np.abs(pair(r, weighted_H(kappa, np.ones_like(x)))) * r**3 / A)
assert tf_ratio < 0.02

# Control: a node of v at 2 kF leaves a tail of order r^-5
r = (200 + np.linspace(0, 2 * pi, 25)) / (2 * kF)
X, kap_node = 2 * kF * r, pi / 2
scale5 = 6 * Z**2 * lam * kap_node**2 / (eps2**2 * r * X**4)
node_phi = pair(r, weighted_H(kap_node, g(x)))
node_err = np.max(np.abs(node_phi / scale5 + np.cos(X)))
assert node_err < 0.1

# Structural energy: reciprocal-space sum against the sum of pair potentials
n = np.arange(-60, 61)
i, j, k = np.meshgrid(n, n, n, indexing="ij")
square = i**2 + j**2 + k**2
same_parity = ((i - j) % 2 == 0) & ((j - k) % 2 == 0)
even_sum = (i + j + k) % 2 == 0


def shells(keep):
    count = np.bincount(square[keep & (square <= 3600) & (square > 0)])
    index = np.nonzero(count)[0]
    return np.sqrt(index), count[index]


phi_ind_0 = -2 * Z**2 / pi * 2 * kF * np.sum(wH * x)
phi_hat_0 = 4 * pi * Z**2 * (rc**2 + pi / (4 * kF))
energies = {}
for name, cell, direct_set, recip_set in (("fcc", 4, even_sum, same_parity),
                                          ("bcc", 2, same_parity, even_sum)):
    a = (cell * omega) ** (1 / 3)
    R, cR = shells(direct_set)
    G, cG = shells(recip_set)
    R, G = R * a / 2, G * 2 * pi / a
    s = 0.5
    ewald = 0.5 * Z**2 * (np.sum(cR * erfc(s * R) / R)
                          + 4 * pi / omega * np.sum(cG * np.exp(-G**2 / (4 * s**2)) / G**2)
                          - 2 * s / np.sqrt(pi) - pi / (s**2 * omega))
    band = np.sum(cG * F(G))
    phi_R = pair(R, wH)
    S = [0.5 * np.sum(cR * phi_R * np.exp(-eta * R**2)) for eta in (5e-4, 1e-3, 2e-3)]
    pair_sum = (8 * S[0] - 6 * S[1] + S[2]) / 3   # extrapolation to no damping
    total_pair = pair_sum + 0.5 * phi_ind_0 - phi_hat_0 / (2 * omega)
    assert abs(ewald + band - total_pair) < 2e-5
    energies[name] = np.array([ewald, band, ewald + band, pair_sum, total_pair]) * HARTREE

# Printed numbers
print(f"valence Z = {Z}")
print(f"volume per ion = {omega_A3:.1f} angstrom^3")
print(f"core radius rc = {rc_A:.2f} angstrom")
print(f"kF = {kF / BOHR:.4f} angstrom^-1")
print(f"2 kF = {2 * kF / BOHR:.4f} angstrom^-1")
print(f"free-electron Fermi energy = {kF**2 / 2 * HARTREE:.3f} eV")
print(f"period pi/kF = {pi / kF * BOHR:.4f} angstrom")
print(f"lam = 1/(pi kF), atomic units = {lam:.4f}")
print(f"kappa = 2 kF rc = {kappa:.4f} rad")
print(f"eps(2kF) = {eps2:.4f}")
print(f"bare v(2kF) = {v(2 * kF) * HARTREE * BOHR**3:.3f} eV angstrom^3")
print(f"screened v/(omega eps) at 2kF = {v(2 * kF) / omega / eps2 * HARTREE:.4f} eV")
print(f"F(q) just below 2kF (x = 0.999999) = {F(2 * kF * 0.999999) * HARTREE:.5f} eV")
print(f"tail amplitude A = {A * HARTREE * BOHR**3:.4f} eV angstrom^3")
print(f"tail amplitude A = {A:.5f} hartree bohr^3")
print(f"core radius with node at 2kF = {pi / (4 * kF) * BOHR:.4f} angstrom")
print("r (angstrom), X, B(X), phi, one-term, two-term (meV):")
a_fcc = (4 * omega_A3) ** (1 / 3)
for r_A in [a_fcc * np.sqrt(m / 2) for m in (1, 2, 3, 4)] + [10.0, 20.0, 40.0]:
    r0 = r_A / BOHR
    vals = [f * HARTREE * 1e3 for f in (pair(r0, wH)[0], one_term(r0), two_term(r0))]
    print(f"  {r_A:7.4f} {2 * kF * r0:8.3f} {B(2 * kF * r0):6.3f} "
          + " ".join(f"{val:11.5f}" for val in vals))
print("largest error over one period, in units of A/r^3:")
for X0, e1, e2 in zip(starts, err1, err2):
    print(f"  from X = {X0}: one-term {e1:.5f}, two-term {e2:.6f}")
print(f"Thomas-Fermi control, max |phi| r^3/A from X = 100: {tf_ratio:.1e}")
print(f"node control, max error relative to r^-5 amplitude: {node_err:.3f}")
for name, e in energies.items():
    print(f"{name}: Ewald {e[0]:.5f}, band structure {e[1]:.5f} eV per ion")
    print(f"{name}: sum of these two = {e[2]:.5f} eV per ion")
    print(f"{name}: half pair sum = {e[3]:.5f} eV per ion")
    print(f"{name}: pair sum plus volume terms = {e[4]:.5f} eV per ion")
print(f"volume term phi_ind(0)/2 = {phi_ind_0 / 2 * HARTREE:.5f} eV")
print(f"volume term -phi_hat(0)/(2 omega) = {-phi_hat_0 / (2 * omega) * HARTREE:.5f} eV")
diff = (energies["bcc"] - energies["fcc"]) * 1e3
print(f"bcc minus fcc: reciprocal {diff[2]:.2f}, pair {diff[4]:.2f} meV per ion")
print("tests ok")
```

Printed output:

```
valence Z = 3
volume per ion = 16.0 angstrom^3
core radius rc = 0.60 angstrom
kF = 1.7707 angstrom^-1
2 kF = 3.5414 angstrom^-1
free-electron Fermi energy = 11.946 eV
period pi/kF = 1.7742 angstrom
lam = 1/(pi kF), atomic units = 0.3397
kappa = 2 kF rc = 2.1248 rad
eps(2kF) = 1.1699
bare v(2kF) = 22.773 eV angstrom^3
screened v/(omega eps) at 2kF = 1.2167 eV
F(q) just below 2kF (x = 0.999999) = -0.16309 eV
tail amplitude A = 0.7100 eV angstrom^3
tail amplitude A = 0.17608 hartree bohr^3
core radius with node at 2kF = 0.4436 angstrom
r (angstrom), X, B(X), phi, one-term, two-term (meV):
   2.8284   10.016  4.552   390.26239   -26.04291   -10.13403
   4.0000   14.165  4.653    14.05170    -0.31385    -7.59893
   4.8990   17.349  4.712     6.84276     0.42427     3.69626
   5.6569   20.033  4.754     0.18164     1.48161    -0.24189
  10.0000   35.414  4.919    -0.32326    -0.46530    -0.31632
  20.0000   70.827  5.120    -0.02544    -0.01251    -0.02522
  40.0000  141.655  5.322    -0.01043    -0.01065    -0.01042
largest error over one period, in units of A/r^3:
  from X = 100: one-term 0.10296, two-term 0.002653
  from X = 200: one-term 0.05362, two-term 0.000527
  from X = 400: one-term 0.02808, two-term 0.000102
Thomas-Fermi control, max |phi| r^3/A from X = 100: 4.8e-03
node control, max error relative to r^-5 amplitude: 0.033
fcc: Ewald -74.27294, band structure -3.87127 eV per ion
fcc: sum of these two = -78.14421 eV per ion
fcc: half pair sum = 2.45655 eV per ion
fcc: pair sum plus volume terms = -78.14431 eV per ion
bcc: Ewald -74.27755, band structure -3.76233 eV per ion
bcc: sum of these two = -78.03988 eV per ion
bcc: half pair sum = 2.56093 eV per ion
bcc: pair sum plus volume terms = -78.03993 eV per ion
volume term phi_ind(0)/2 = -50.33404 eV
volume term -phi_hat(0)/(2 omega) = -30.26682 eV
bcc minus fcc: reciprocal 104.33, pair 104.38 meV per ion
tests ok
```
